# Threshold-voltage spread of a metal gate with 25 random grains

## Problem

A square metal gate, 25 nm on a side, consists of 25 grains of equal area. Each grain has an effective work function of 4.6 eV with probability 0.6, or 4.4 eV with probability 0.4, independently of the others. "Effective" means that the dipoles at the metal–dielectric interface are included.

The gate controls an undoped semiconductor body 5 nm thick through a dielectric stack of equivalent oxide thickness 1 nm. The relative permittivities are 11.7 for the body and 3.9 for the equivalent oxide, the electron affinity is $\chi=4.0$ eV, and the temperature is 300 K. Threshold is the gate voltage at which the conductance at small drain bias equals that of a uniform square sheet whose channel potential is $-B$, with $B=0.25$ V.

(a) Show under which conditions the threshold voltage follows the area average of the work function.

(b) Under these conditions, find the standard deviation of the threshold voltage over many such devices, and the probability that a device lies within 20 mV of the mean.

(c) Find how the result changes when the grains carry unequal weights, because their areas differ or because source and drain bend the barrier.

(d) Estimate what the linear treatment leaves out for this device.

## Solution

### (a) From work function to threshold

**Electrostatics.** Let $\psi(x,y)$ be the channel potential, taken as uniform through the body thickness $t_s$. Its zero is chosen so that the conduction-band edge lies at the Fermi level when $\psi=0$; an electron then has band energy $-e\psi$ above that level. If the body passed no lateral flux, the potential under a gate of work function $\Phi$ would be

$$v=V_G-\frac{\Phi-\chi}{e}. \tag{1}$$

A larger work function lowers $v$ and raises the electron barrier.

Below threshold we neglect mobile charge, and we assume that no flux leaves through the back of the body. The flux entering a small area of the body from the gate, $\epsilon_{ox}(v-\psi)/t_{ox}$, must then leave through its sides, which carry away $-\epsilon_s t_s\nabla^2\psi$ per unit area. Equating the two gives

$$\psi-\lambda^2\nabla^2\psi=v,\qquad \lambda^2=\frac{\epsilon_s}{\epsilon_{ox}}\,t_s t_{ox}. \tag{2}$$

Here $\lambda^2=(11.7/3.9)\times5\times1=15\ \mathrm{nm^2}$, so $\lambda=3.87$ nm. The channel sees a smoothed image of the grains.

Equation (2) is linear. Let $R_i(x,y)$ be the potential produced by $v=1$ on grain $i$ and $v=0$ on the others. With boundary conditions that add no source term,

$$\psi=\sum_i R_i\left[V_G-\frac{\Phi_i-\chi}{e}\right]. \tag{3}$$

**Conductance.** In a drift-diffusion picture the sheet conductivity is $s\propto e^{e\psi/kT}$. Let $u$ be the small voltage distribution driven by a drain bias $U$. The dissipated power defines the conductance $G$:

$$GU^2=\int s\,|\nabla u|^2\,dA .$$

Change $s$ from $s_0$ to $s_0+\delta s$, so that $u$ changes from $u_0$ to $u_0+\delta u$. To first order,

$$U^2\delta G=\int\delta s\,|\nabla u_0|^2dA+2\int s_0\nabla u_0\cdot\nabla\delta u\,dA .$$

Integrate the last term by parts. The boundary part vanishes because $\delta u=0$ at the contacts and no current crosses the side edges. The interior part vanishes because $\nabla\cdot(s_0\nabla u_0)=0$. Only the first term remains.

Take the reference state to be a gate of uniform work function, so that $s_0$ depends only on the position $x$ along the channel. The current density $J$ is then constant and $|\nabla u_0|=J/s_0$. With $\delta s=s_0\,e\,\delta\psi/kT$,

$$\frac{\delta G}{G_0}=\frac{e}{kT}\,\frac{\int\delta\psi\,s_0^{-1}dA}{\int s_0^{-1}dA}\equiv\frac{e}{kT}\langle\delta\psi\rangle_r . \tag{4}$$

The average $\langle\cdot\rangle_r$ is weighted by the local resistivity $1/s_0$: a change of potential matters most where the channel is most resistive.

**Threshold.** At threshold $G$ is fixed, so $\langle\delta\psi\rangle_r=0$. From (3), $\delta\psi=\sum_iR_i(\delta V_G-\delta\Phi_i/e)$. Solving for the gate voltage gives

$$\delta V_T=\frac1e\sum_i w_i\,\delta\Phi_i,\qquad w_i=\frac{\langle R_i\rangle_r}{\sum_j\langle R_j\rangle_r},\qquad \sum_iw_i=1. \tag{5}$$

The weights sum to one because $V_G$ and $\Phi/e$ enter only through their difference: raising all work functions by $\delta$ raises $V_T$ by $\delta/e$.

**Equal weights.** Suppose that no lateral flux leaves the channel at any edge, source and drain ends included. This represents a channel long enough for its ends not to matter. For the 25 nm channel of this problem it is an idealisation, and part (c) puts the ends back. A uniform gate then gives a uniform $s_0$, and $\langle\cdot\rangle_r$ becomes the plain area average. Integrating (2) over the channel removes the Laplacian term, since it becomes the flux through the edges. Hence $\langle R_i\rangle$ equals the area fraction of grain $i$, and for $N$ equal grains $w_i=1/N$:

$$V_T=\frac{1}{e}\left(\frac1N\sum_i\Phi_i-\chi\right)-B. \tag{6}$$

The constant follows from the uniform gate, for which threshold means $v=-B$. Equation (6) therefore requires equal areas, negligible end effects and grain contrast small enough for first order. A numerical solution of (2) together with a resistor network for the current gave 0.04000 for every one of the 25 weights, as expected from $1/25$.

### (b) The spread

Write $\Phi_i=\Phi_{low}+\Delta\Phi\,b_i$, where $b_i=1$ with probability $p=0.6$ and $b_i=0$ otherwise, and $\Delta\Phi=0.2$ eV. Since $b_i^2=b_i$, both $b_i$ and $b_i^2$ have mean $p$, and

$$\mathrm{Var}(b_i)=p-p^2=p(1-p)=0.24 .$$

For independent grains the variances add without cross terms. In the average each carries a factor $1/N^2$, and there are $N$ of them:

$$\mathrm{Var}(V_T)=\left(\frac{\Delta\Phi}{e}\right)^2\frac{p(1-p)}{N},\qquad
\sigma=\frac{\Delta\Phi}{e}\sqrt{\frac{p(1-p)}{N}} . \tag{7}$$

One grain alone would give $200\ \mathrm{mV}\times\sqrt{0.24}=97.98$ mV. Twenty-five grains reduce this by a factor of 5:

$$\boxed{\sigma=\frac{97.98\ \mathrm{mV}}{5}=19.6\ \mathrm{mV}\approx20\ \mathrm{mV}}$$

The mean work function is $0.6\times4.6+0.4\times4.4=4.52$ eV, so by (6) the mean threshold is $4.52-4.00-0.25=0.27$ V.

The value 19.6 mV is a standard deviation and not a limit on the deviation. If $K$ grains have the high work function, the threshold differs from its mean by $(K-15)\times8$ mV. Deviations up to 20 mV correspond to $K=13,\dots,17$, and the binomial probabilities of these five values add up to 0.69. In this linear average about three devices in ten lie further out; the larger spread found in (d) puts more of them outside.

The spread vanishes for $p=0$ or $p=1$, when all grains are alike, and is largest at $p=1/2$. At fixed grain size $N$ is proportional to gate area, so $\sigma$ falls as the inverse square root of the area. If every pair of grains had correlation coefficient $\rho$, the $N(N-1)$ cross terms would multiply the variance by $1+(N-1)\rho$; positive correlation therefore weakens the averaging.

### (c) Unequal weights

With the general weights of (5), each independent grain contributes $w_i^2$ times its own variance:

$$\sigma=\frac{\Delta\Phi}{e}\sqrt{p(1-p)\sum_iw_i^2}. \tag{8}$$

The Cauchy–Schwarz inequality gives $1=(\sum_iw_i)^2\le N\sum_iw_i^2$. Thus $\sum_iw_i^2\ge1/N$, and equal weights give the smallest spread that linear averaging over $N$ independent grains allows.

**Unequal areas.** In the long-channel case $w_i=a_i/(N\bar a)$, where $a_i$ is the area of grain $i$ and $\bar a$ the mean area. If $c$ is the standard deviation of the areas divided by their mean, then $\sum_ia_i^2=N\bar a^2(1+c^2)$ and $\sum_iw_i^2=(1+c^2)/N$. For 25 areas spaced evenly from 0.2 to 1.8 times the mean, $c=0.481$, and

$$\sigma=19.6\ \mathrm{mV}\times\sqrt{1+0.481^2}=21.7\ \mathrm{mV}.$$

**Short channel.** Now let source and drain hold $\psi=0$ at the two ends of the 25 nm channel. The barrier is highest in the middle, where $1/s_0$ is largest, so the central grains count most. The computed weights of the five grain columns, from source to drain, are

$$0.062,\quad0.247,\quad0.381,\quad0.247,\quad0.062 .$$

Within a column the five grains share the weight equally. The reason is that $s_0$ does not vary across the width, so (4) needs only the width average of $\delta\psi$, and with no flux through the side edges this depends only on the width average of $v$. Each grain therefore carries one fifth of its column weight $C$:

$$\sum_iw_i^2=\sum_{\rm columns}5\left(\frac C5\right)^2=\frac{2(0.062)^2+2(0.247)^2+(0.381)^2}{5}=0.055 .$$

Equation (8) then gives $\sigma=23.0$ mV. The gate averages as if it had about $1/0.055\approx18$ equal grains.

### (d) Beyond linear averaging

Equation (4) needs $e\,\delta\psi\ll kT$. In the long-channel model the rms ripple of the channel potential is 35 mV, while $kT/e$ is 26 mV. The condition is not met, and the terms beyond first order have to be computed. For this purpose equation (2) and the resistor network were solved for 1000 random gates at the full 0.2 eV contrast:

| Channel model | Linear average, same gates | Full network |
|---|---:|---:|
| Long channel | 19.7 mV | 21.8 ± 0.4 mV |
| Source and drain included | 22.7 mV | 24.6 ± 0.5 mV |

The uncertainties are standard errors from the finite sample. In each row the two columns use the same gates and the same electrostatics, so their difference comes from the nonlinear dependence of threshold on the grain work functions. It adds about 11% to the spread in the first row and 8% in the second. With both corrections the spread is about 25 mV, a quarter above the simple answer.

Source and drain also lower the mean threshold, from 0.270 V to 0.215 V. Most of this is the end effect itself, since a uniform gate already has its threshold at 0.220 V; the last 5 mV comes from the nonlinear response to the grains. A shift of the mean is not part of the spread.

Rough estimates of three other effects, each within the limits stated, give smaller numbers:

- **Temperature.** At 358 K, with the work functions and $B$ held fixed, the linear short-channel spread is 22.8 mV instead of 23.0 mV.
- **Mobile charge.** For a rough effective density of states of $3\times10^{19}\ \mathrm{cm^{-3}}$, a uniform channel at $\psi=-B$ holds about $9\times10^{8}$ electrons per $\mathrm{cm^2}$. Divided by the oxide capacitance, this charge amounts to 0.04 mV. This figure holds only for the uniform channel: the density is much higher near the contacts, where the same estimate at $\psi=0$ gives about 0.7 V, and also higher where the ripple lowers the barrier. Adding the charge self-consistently to (2) for the short channel raises the uniform-gate threshold by about 1 mV and leaves the linear spread at 23.0 mV.
- **Tunnelling.** For a uniform gate, a parabolic barrier top and a transport mass of 0.2 electron masses, tunnelling from source to drain raises the current by about 4%. This lowers the threshold by about 1 mV, mostly as a common shift.

**Comparison with real gates.** The parameters are round values in the regime of a short thin-body transistor with a polycrystalline metal gate on a high-k dielectric. An equivalent oxide thickness near 1 nm, grains from several nanometres to a few tens of nanometres, and work-function differences of one or two tenths of an electronvolt are roughly typical; the 5 nm grains used here are at the small end. Real grains are neither equal in area nor fixed in number, and the area distribution tried above moves the long-channel result from 19.6 to 21.7 mV. Larger grains matter more: if a single grain covered the whole gate, (7) would give 98 mV. Equation (2) is itself approximate here, because the grains are no wider than the body is thick and $\psi$ then varies with depth. For this body under a 1 nm oxide layer the slowest-decaying solution of Laplace's equation has a decay length of 4.9 nm rather than 3.87 nm. With depth included, the long-channel ripple falls from 35 mV to about 29 mV and the nonlinear excess from 11% to about 7%. The linear short-channel spread moves from 23.0 to about 22.7 mV, and the uniform-gate short-channel threshold from 0.22 V to about 0.19 V. A physically thicker high-k stack of the same equivalent thickness smooths the grains further, giving about 25 mV, 5% and 22 mV for the ripple, the excess and the spread. Ballistic transport, quantum confinement and other sources of variability are also left out, so 25 mV is a rough estimate of the grain contribution, uncertain by at least a few millivolts, and not a prediction of the total measured spread.

The numerical output lists the values used here.

## Calculated quantities

```
High, low work function: 4.6, 4.4 eV
Probability of high, low: 0.6, 0.4
Number of grains: 25
Work-function difference: 0.200 eV
Mean work function: 4.520 eV
p(1-p): 0.240
One-grain standard deviation: 97.98 mV
Threshold spread, formula: 19.60 mV
Threshold spread, distribution: 19.60 mV
Threshold ladder step: 8.00 mV
Mean number of high grains: 15.0
Probability within 20 mV of mean: 0.6927
Gate edge, grain edge: 25.0, 5.0 nm
Body, equivalent oxide: 5.0, 1.0 nm
Permittivity, body, oxide: 11.7, 3.9
Electron affinity: 4.00 eV
Criterion barrier: 0.25 V
Temperature: 300 K; kT/e: 25.85 mV
Screening length: 3.87 nm
Flat-channel weights: 0.04000 to 0.04000
Short-channel column weights: [0.062 0.247 0.381 0.247 0.062]
Sum of short-channel weights: 1.00000
Short-channel linear spread: 23.0 mV
Same, finer mesh: 23.0 mV
Same at 358 K: 22.8 mV
Random gates sampled: 1000
Sample spread, area average: 19.7 mV
Sample spread, flat network: 21.8 mV
  its sampling error: 0.4 mV
Sample spread, short linear: 22.7 mV
Sample spread, short network: 24.6 mV
  its sampling error: 0.5 mV
Flat-channel rms ripple: 34.6 mV
Mean threshold, flat network: 0.270 V
Mean threshold, short network: 0.215 V
Relative spread of unequal areas: 0.481
Threshold spread, unequal areas: 21.7 mV
Effective density of states: 3.0e+19 cm^-3
Mobile sheet density: 9.47e+08 cm^-2
Mobile-charge voltage error: 0.044 mV
Transport mass: 0.20 electron masses
Short-channel barrier top: 0.276 eV
Tunnelling current factor: 1.039
Tunnelling threshold shift size: 0.98 mV
```
